# Equatorial spin coherent state and classical macrospin under uniaxial anisotropy

**Setting.** A magnetic moment is carried by a single spin $S$ with the Hamiltonian

$$H=D S_z^2 .$$

The components of $\mathbf S$ are dimensionless, with $[S_x,S_y]=iS_z$. The constant $D$ is an energy of either sign: $D<0$ makes $z$ an easy axis and $D>0$ makes it a hard axis. The magnetic moment is $-g\mu_B\langle\mathbf S\rangle$. Write $S_+=S_x+iS_y$ and $\tau=Dt/\hbar$. At $t=0$ the spin is in the coherent state that points along $(\cos\phi,\sin\phi,0)$, obtained by rotating $|S,S\rangle$ from the pole to the equator. There is no applied field and no coupling to surroundings unless a part says so.

## Part (a)

*Find the amplitudes of the initial state in the basis $|S,m\rangle$, and the mean and variance of $S_z$.*

**Answer.** Regard the spin as the symmetric state of $2S$ spins one-half. The state $|S,S\rangle$ has all of them up, and a rotation acts on each separately. A rotation by $\pi/2$ about $y$ followed by one by $\phi$ about $z$ turns each into

$$\frac{1}{\sqrt2}\left(e^{-i\phi/2}|\!\uparrow\rangle+e^{i\phi/2}|\!\downarrow\rangle\right).$$

In the product, a configuration with $k$ spins up has $m=k-S$ and amplitude $2^{-S}e^{-i\phi k/2}e^{i\phi(2S-k)/2}=2^{-S}e^{-im\phi}$. There are $\binom{2S}{k}$ such configurations, and $|S,m\rangle$ is their sum divided by $\binom{2S}{k}^{1/2}$. Hence

$$c_m=2^{-S}\binom{2S}{S+m}^{1/2}e^{-im\phi}.$$

The probabilities $|c_m|^2$ are those of $2S$ independent values $\pm\tfrac12$, each with mean zero and variance $\tfrac14$. Therefore $\langle S_z\rangle=0$ and $\langle S_z^2\rangle=S/2$. The spin points along the equator on average, but $S_z$ has a spread of $\sqrt{S/2}$.

## Part (b)

*Show that $\langle S_z\rangle$ stays zero and that $\langle S_+\rangle(t)=S e^{i\phi}\cos^{2S-1}(Dt/\hbar)$. Explain the exponent.*

**Answer.** Each $|S,m\rangle$ is an eigenstate of energy $Dm^2$, so $c_m(t)=c_m e^{-i\tau m^2}$. The probabilities do not change, and $\langle S_z\rangle$ remains zero. The raising operator connects neighbours:

$$\langle S_+\rangle=\sum_{m=-S}^{S-1}c_{m+1}^*c_m\sqrt{(S-m)(S+m+1)}\;e^{i\tau[(m+1)^2-m^2]} .$$

The phase factors in $c_{m+1}^*c_m$ give $e^{i(m+1)\phi}e^{-im\phi}=e^{i\phi}$, and $(m+1)^2-m^2=2m+1$. Put $k=S+m$. The square root becomes $\sqrt{(2S-k)(k+1)}$. Since

$$\binom{2S}{k+1}=\binom{2S}{k}\frac{2S-k}{k+1},$$

the moduli combine to

$$\sqrt{\binom{2S}{k}\binom{2S}{k+1}(2S-k)(k+1)}=\binom{2S}{k}(2S-k)=\frac{(2S)!}{k!\,(2S-1-k)!}=2S\binom{2S-1}{k}.$$

Also $2m+1=2k-(2S-1)=k-(2S-1-k)$. The binomial theorem now applies:

$$\langle S_+\rangle=\frac{2S\,e^{i\phi}}{2^{2S}}\sum_{k=0}^{2S-1}\binom{2S-1}{k}(e^{i\tau})^k(e^{-i\tau})^{2S-1-k}
=\frac{2S\,e^{i\phi}}{2^{2S}}(2\cos\tau)^{2S-1}=Se^{i\phi}\cos^{2S-1}\tau .$$

The factor is real, so the mean spin stays on its initial line. It is even in $\tau$, so the sign of $D$ does not matter. The moment $-g\mu_B\langle\mathbf S\rangle$ carries the same factor.

The exponent counts partners. With $S_z=\sum_i s_{iz}$, the square contains the constant $\sum_i s_{iz}^2=S/2$ and the pair terms $2\sum_{i<j}s_{iz}s_{jz}$. A chosen spin one-half therefore has an up–down splitting $2D\sum_{j}s_{jz}$, summed over the other $2S-1$. Each partner, up or down with equal probability, multiplies its transverse component by $\tfrac12(e^{i\tau}+e^{-i\tau})=\cos\tau$. For $S=\tfrac12$ there is no partner, $S_z^2=\tfrac14$ is a constant, and nothing moves.

## Part (c)

*Obtain the equation of motion of the classical macrospin. What happens to it when it starts on the equator, without and with damping, and is that state stable?*

**Answer.** From $[S_+,S_z]=-S_+$,

$$[S_+,S_z^2]=[S_+,S_z]S_z+S_z[S_+,S_z]=-(S_+S_z+S_zS_+),$$

and $i\hbar\,dS_+/dt=[S_+,H]$ gives

$$\frac{dS_+}{dt}=\frac{iD}{\hbar}(S_+S_z+S_zS_+),\qquad \frac{dS_z}{dt}=0 .$$

In the classical model the components are numbers, so the bracket becomes $2S_zS_+$. In vector form,

$$\frac{d\mathbf S}{dt}=\frac{2DS_z}{\hbar}\,\hat{\mathbf z}\times\mathbf S .$$

On the equator $S_z=0$, the torque vanishes, and the macrospin stays fixed.

For damping, let $\mathbf n=\mathbf S/S$ and $\boldsymbol\Omega=(2DSn_z/\hbar)\hat{\mathbf z}$. The Landau–Lifshitz equation with dimensionless damping $\lambda>0$ is

$$\dot{\mathbf n}=\boldsymbol\Omega\times\mathbf n+\lambda\,\mathbf n\times(\mathbf n\times\boldsymbol\Omega).$$

Both terms vanish at $n_z=0$, so the damped macrospin is fixed too. Since $\mathbf n\times(\mathbf n\times\hat{\mathbf z})=n_z\mathbf n-\hat{\mathbf z}$, the $z$ component is

$$\dot n_z=-\lambda\frac{2DS}{\hbar}n_z(1-n_z^2).$$

A small tilt decays for $D>0$ and grows at the rate $2\lambda|D|S/\hbar$ for $D<0$. Without damping a tilt is conserved, but the spin then precesses at the rate $2DSn_z/\hbar$. "Fixed" thus refers to a start at $n_z=0$, and does not imply stability.

## Part (d)

*Identify the step at which the two descriptions part. How much of the quantum result can a classical ensemble reproduce, and in what limit is the single macrospin recovered?*

**Answer.** The mean of the operator equation is $d\langle S_+\rangle/d\tau=i\langle S_+S_z+S_zS_+\rangle$. The classical model replaces the right side by $2i\langle S_+\rangle\langle S_z\rangle=0$. Differentiating the result of part (b) gives the true value:

$$\langle S_+S_z+S_zS_+\rangle=iS(2S-1)e^{i\phi}\sin\tau\cos^{2S-2}\tau .$$

It is zero at first and then grows: the evolution correlates azimuth with $S_z$, and the product of means misses this.

A classical ensemble can contain that correlation. Let $S_z$ be Gaussian with variance $S/2$, and take every member's transverse length as $S$, which is adequate for large $S$. Members turn through $2\tau S_z$, so the mean is multiplied by

$$\langle e^{2i\tau S_z}\rangle=e^{-\frac12(2\tau)^2S/2}=e^{-S\tau^2}.$$

For small $\tau$ the quantum factor is $\exp[(2S-1)\ln\cos\tau]\approx\exp[-(S-\tfrac12)\tau^2]$, which agrees at large $S$. The initial loss is therefore dephasing among different precession rates. The ensemble fails later. Its rates are continuous and never realign, whereas the quantum phases $(2m+1)\tau$ differ by multiples of $2\tau$ and realign at $\tau=\pi$, where the factor is $(-1)^{2S-1}$. The moment is then reversed for integer $S$ and restored for half-integer $S$.

For the classical limit, hold the classical angle scale $x=2|D|St/\hbar$ fixed while $S$ grows, so that $D$ scales as $1/S$ at given $t$. Then $|\tau|=x/2S$ and

$$1-\cos^{2S-1}\frac{x}{2S}\approx\frac{2S-1}{2}\,\frac{x^2}{4S^2}\approx\frac{x^2}{4S}.$$

At $x=1$ the full expression gives losses of 0.0235, 0.00248 and 0.000250 for $S=10$, 100 and 1000. The fixed macrospin is recovered at any given $x$. The collapse, at $|\tau|\approx1/\sqrt S$, moves out to $x\approx2\sqrt S$.

## Part (e)

*Take $S=10$, $D=-0.05$ meV and $g=2$. Find the time at which the moment has fallen to $1/e$, and the times of its first zero, reversal and return. Describe the state at the first zero, and compare with the classical macrospin.*

**Answer.** The unit of time is $\hbar/|D|=(0.658\ \text{meV ps})/(0.05\ \text{meV})=13.16$ ps. Setting $\cos^{19}\tau=e^{-1}$ gives

$$t_e=\frac{\hbar}{|D|}\arccos(e^{-1/19})=4.23\ \text{ps},$$

which is 1.7% above the large-$S$ estimate $\hbar/(|D|\sqrt S)$. The first zero is at $\pi\hbar/2|D|=20.7$ ps, the reversal at 41.4 ps and the return at 82.7 ps.

The moment starts at $gS\mu_B=20\,\mu_B$. Along its initial direction it is $18.9\,\mu_B$ after 1 ps, $4.9\,\mu_B$ after 5 ps and $0.04\,\mu_B$ after 10 ps. It stays small until the revival, reaching $-18.1\,\mu_B$ at 40 ps and $-20\,\mu_B$ at 41.4 ps. The Gaussian ensemble gives a factor 0.355 at $t_e$, against 0.368, and a negligible $e^{-10\pi^2}$ at 41.4 ps.

At the first zero $\tau=-\pi/2$, so the amplitudes acquire $e^{i\pi m^2/2}$: 1 for even $m$ and $i$ for odd $m$. This equals $[e^{i\pi/4}+e^{-i\pi/4}(-1)^m]/\sqrt2$, as inserting $(-1)^m=\pm1$ shows. Because $c_m(-1)^m$ is the amplitude of the coherent state at $\phi+\pi$,

$$|\psi\rangle=\frac{1}{\sqrt2}\left(e^{i\pi/4}|\phi\rangle+e^{-i\pi/4}|\phi+\pi\rangle\right).$$

The two opposite directions have equal weight, so their own contributions to the mean moment cancel. There are no cross terms: the two states differ in all 20 spins one-half, while $\mathbf S$ is a sum of operators that each act on only one. The mean moment is therefore zero.

The equatorial classical spin has not moved at any of these times. One with $n_z=0.1$ turns by $2DSn_zt/\hbar=-2\pi$ in 41.4 ps, one full turn. With $\lambda=0.01$, a small tilt grows by a factor $e$ in $13.16\ \text{ps}/(2\times0.01\times10)=65.8$ ps.

## Part (f)

*These parameters lie roughly in the regime of spin-ten single-molecule magnets. Which neglected effects matter most, and does the result bear on ordinary magnetic memory elements?*

**Answer.** The sizes below are rough assumptions. Unless a formula is given, the factors come from numerical diagonalization of the 21-level Hamiltonian. They are spin projections on the initial direction, divided by $S$; the ideal values are 0.368 at $t_e$ and $-1$ at 41.4 ps.

- **Quartic anisotropy.** A term $-10^{-4}\ \text{meV}\;S_z^4$ changes the spacings of neighbouring levels, which are then no longer odd multiples of $D$, so the phases do not fully realign at 41.4 ps. The factors become 0.354 and $-0.83$. More than half of the loss at 41.4 ps is a shift of timing: the deepest reversal, $-0.92$, comes earlier, at 39.7 ps.
- **Transverse anisotropy.** A term $E(S_x^2-S_y^2)$ with $E=10^{-4}$ meV leaves $-0.96$ at the reversal time for a start along $x$ or $y$. With $E=10^{-3}$ meV, only 2% of $|D|$, the values there are $+0.12$ and $-0.37$, and those at $t_e$ are already 0.50 and 0.23. At this larger size it is the most damaging of the static terms considered; at $10^{-4}$ meV it does less harm to the reversal than the quartic term above. In a strongly rhombic molecule the result does not apply: with $E=0.16|D|$ a start along $x$ gives 0.98 at $t_e$ and $+0.92$ at 41.4 ps. Where fourfold symmetry forbids $E$, a term $C(S_+^4+S_-^4)$ remains. An assumed $C=1.2\times10^{-6}$ meV leaves about $-0.81$ at 41.4 ps, and twice that value about $-0.4$.
- **Stray field and decoherence.** An axial field of 10 mT commutes with $H$ and merely turns the moment, by 0.073 rad in 41.4 ps. A transverse field does not commute with $H$: 10 mT along the initial line, such as a remnant of the preparing field, leaves a factor of $-0.92$ or $-0.93$ at the reversal time, depending on its sense. The harm grows quickly: 30 mT leaves $-0.38$ or $-0.60$, and 50 mT leaves $+0.05$ or $-0.38$, so internal dipolar or hyperfine fields of that size would spoil the reversal. An assumed exponential coherence time of 1 ns multiplies the revival by $e^{-41.4/1000}=0.96$.
- **Preparation.** For the ground state to lie close to the coherent state, the transverse field should exceed the anisotropy field $2|D|S/g\mu_B=8.6$ T; at 10 T their overlap is 0.93. In 25 T at 2 K the thermal state has 0.995 overlap with the coherent state. After a sudden switch-off its moment falls to 0.30 of its initial value at $t_e$. If instead the field is ramped linearly to zero, starting from the ground state, the factor at the end of the ramp is 0.98 for 1 ps but 0.28 for 10 ps. Either value is exactly reversed 41.4 ps later, because evolution under $H$ for that time is a half turn about $z$. The collapse, however, is faster than in part (b): 4.23 ps after the end of the 1 ps ramp the factor is 0.13. Laboratory magnets are far slower than either ramp.
- **Other multiplets.** The 25 T field shifts levels by 2.9 meV per unit of spin. Suppose that a multiplet with $S=11$ and the same $D$ has its lowest level 3 meV above that of the ground multiplet in zero field. At 25 T this separation falls to 1.1 meV, and the single-spin model is less secure during preparation. This concerns only multiplets of higher spin: one with $S=9$ and the same zero-field gap moves away, to 5.0 meV.

The reversal is thus a prediction for a molecule with very weak transverse anisotropy of second and fourth order, in transverse fields of no more than about 10 mT, prepared within about a picosecond. The collapse law of part (b) asks for more: an initial state closer to the coherent one than a rapid switch-off from 25 T leaves. Neither describes routine operation. A magnetic layer tens of nanometres wide and one or two nanometres thick, as in a memory element, typically carries tens to hundreds of thousands of Bohr magnetons. By part (d), the loss from this mechanism is small while $x\ll2\sqrt S$. For $10^5\,\mu_B$ and an anisotropy field of 0.5 T, $x=2\sqrt S$ is reached at about 5 ns. The quantum spread of direction, $1/\sqrt{2S}\approx0.003$, is in any case small beside thermal agitation: at 300 K the same moment held by a field of 0.5 T fluctuates by about 0.09 rad. Both figures are per transverse direction; the total thermal rms angle is 0.13 rad. The classical macrospin is therefore the suitable starting point there, with damping, thermal agitation and non-uniform magnetization as the corrections to consider.

Numerical values quoted here were computed with a short program.
